# Inferring a linewidth correlation length from two averaging lengths

**Question**

I am working on linewidth roughness in a photoresist and cannot get a correlation length out of two variances. The local width \(w(x)\) of a line varies along its length \(x\), and I am told to assume an exponential covariance. The width is averaged over a length of 20 nm, and the variance of that mean is taken over many places. When the averaging length is doubled to 40 nm, the variance of the mean width is multiplied by 0.772. What is the correlation length?

I have tried two things. The rule "variance of a mean goes as one over the sample size" gives a factor 1/2 whatever the correlation length, so it cannot be right here. Then I treated the 40 nm segment as two 20 nm halves whose means have correlation \(e^{-L/\xi}\), with \(L=20\) nm the distance between their centres. I do not trust that either, because the halves touch each other. The local variance is not given. Is there enough information, and is the answer unique?

**Answer**

There is enough information, because the local variance cancels in the ratio. Your second idea is close to a correct method, but the correlation between two *averages* is not the correlation between their centre points. It is safest to start from the definition of the mean.

**Variance of the mean width**

Let the width be statistically stationary along the line, with covariance

\[
C(s)=\sigma^2 e^{-|s|/\xi},
\]

where \(s\) is the separation of two points, \(\sigma\) is the standard deviation of the local width (one sigma, not three), and \(\xi\) is the correlation length, at which the covariance has fallen to \(1/e\). The variance is taken about the true mean. Nothing so far requires Gaussian statistics.

The mean over a length \(L\) is \(\frac1L\int_0^L w(x)\,dx\). Its variance is the average of the covariance over all pairs of points:

\[
V(L)=\frac{1}{L^2}\int_0^L\!dx\int_0^L\!dy\;C(x-y).
\]

The integrand depends on the separation alone. In the half of the square with \(x>y\), put \(s=x-y\). For a given \(s\), the point \(y\) can lie anywhere from 0 to \(L-s\), which gives a weight \(L-s\). The other half contributes equally, so

\[
V(L)=\frac{2}{L^2}\int_0^L (L-s)\,C(s)\,ds .
\]

For the exponential, integrate by parts, differentiating \(L-s\) and integrating \(e^{-s/\xi}\):

\[
\int_0^L (L-s)e^{-s/\xi}ds
=\Big[-\xi(L-s)e^{-s/\xi}\Big]_0^L-\xi\int_0^L e^{-s/\xi}ds
=\xi L-\xi^2\left(1-e^{-L/\xi}\right).
\]

With \(u=L/\xi\), this becomes

\[
V(L)=\sigma^2 f(u),\qquad f(u)=\frac{2\,g(u)}{u^2},\qquad g(u)=u-1+e^{-u}.
\]

Two limits show what the formula means. For \(u\ll1\), expanding the exponential gives \(g\approx u^2/2-u^3/6\), so \(f\approx1-u/3\): the whole segment fluctuates together and averaging hardly helps. For \(u\gg1\), \(f\approx2/u\), so \(V\approx\sigma^2\,(2\xi/L)\). The segment then acts like \(L/(2\xi)\) independent samples, and your one-over-sample-size rule holds in this limit.

**The ratio and its solution**

Let \(L=20\) nm from here on, so that doubling the length changes \(u\) to \(2u\). The variance ratio is

\[
R(u)=\frac{f(2u)}{f(u)}
=\frac{2g(2u)/(4u^2)}{2g(u)/u^2}
=\frac{2u-1+e^{-2u}}{4\,(u-1+e^{-u})}.
\]

The unknown \(\sigma\) has gone. The limits of \(f\) give \(R\to1\) for \(u\to0\) and \(R\to1/2\) for \(u\to\infty\). The given 0.772 lies about midway, which suggests trying \(u\) of order one. At \(u=1\),

\[
R(1)=\frac{1+e^{-2}}{4e^{-1}}=\frac{e+e^{-1}}{4}=0.77154,
\]

which rounds to 0.772. Hence \(L/\xi=1\), and

\[
\boxed{\xi=20\ \text{nm}}
\]

to two figures. If the ratio is taken as exactly 0.7720, the root is \(\xi=20.06\) nm. A ratio quoted as 0.772 could be anything from 0.7715 to 0.7725, which corresponds to \(\xi\) from 19.995 to 20.128 nm, so a third figure is not justified.

As a check on the algebra, the original double integral was evaluated numerically at \(\xi=20\) nm. It gives \(V/\sigma^2=0.73576\) and 0.56767 for the two lengths, in agreement with \(f(1)\) and \(f(2)\). Solving for the ratio 0.7720 with the double integrals again gives 20.06 nm.

**Why the answer is unique**

Finding one solution does not exclude another, so we need to show that \(R\) falls steadily with \(u\). Since \(R=g(2u)/[4g(u)]\),

\[
\frac{d\ln R}{d\ln u}=\frac{2u\,g'(2u)}{g(2u)}-\frac{u\,g'(u)}{g(u)}=h(2u)-h(u),
\qquad h(u)=\frac{u\,g'(u)}{g(u)} .
\]

It is enough to show that \(h\) decreases. Here \(g'=1-e^{-u}\), which is positive for \(u>0\). Compare the derivatives of the numerator and denominator of \(h\):

\[
q(u)=\frac{(u g')'}{g'}
=\frac{1-e^{-u}+u e^{-u}}{1-e^{-u}}
=1+\frac{u}{e^u-1}.
\]

This decreases, because \((e^u-1)/u=1+u/2+u^2/6+\dots\) increases. Both \(ug'\) and \(g\) vanish at \(u=0\), so each is the integral of its derivative:

\[
h(u)=\frac{\int_0^u q(t)\,g'(t)\,dt}{\int_0^u g'(t)\,dt}.
\]

Thus \(h(u)\) is a weighted average of \(q\) over the interval from 0 to \(u\), with positive weight. Since \(q\) decreases, this average exceeds the value at the end of the interval: \(h(u)>q(u)\). The quotient rule then gives

\[
h'=\frac{(ug')'g-ug'g'}{g^2}=\frac{g'}{g}\,(q-h)<0 .
\]

So \(h(2u)<h(u)\), and \(R\) decreases strictly from 1 to 1/2. Within this model every ratio between those limits belongs to one correlation length, and a ratio outside them cannot be fitted at all.

**Repairing the two-halves argument**

Let \(A\) and \(B\) be the deviations of the two adjacent 20 nm means from the true mean width. Each has variance \(V=V(L)\); call their correlation \(\rho\). The 40 nm mean deviates by \((A+B)/2\), so

\[
V(2L)=\tfrac14\,(V+V+2\rho V)=\frac{1+\rho}{2}\,V,
\qquad R=\frac{1+\rho}{2}.
\]

That part of your approach is right. To find \(\rho\), average the covariance over one point in each half. Since \(y>x\), the exponential factorizes:

\[
\begin{aligned}
\operatorname{cov}(A,B)
&=\frac{\sigma^2}{L^2}\int_0^L e^{x/\xi}dx\int_L^{2L}e^{-y/\xi}dy\\
&=\frac{\sigma^2}{u^2}\,(e^u-1)(e^{-u}-e^{-2u})
=\frac{\sigma^2(1-e^{-u})^2}{u^2}.
\end{aligned}
\]

The last step uses \(e^{-u}-e^{-2u}=e^{-u}(1-e^{-u})\) and \((e^u-1)e^{-u}=1-e^{-u}\). Dividing by \(V=2\sigma^2g/u^2\),

\[
\rho=\frac{(1-e^{-u})^2}{2(u-1+e^{-u})}.
\]

At \(u=1\) this is 0.543, and \((1+0.543)/2=0.772\), as required. Your estimate would have been \(e^{-1}=0.37\), which is too small for two reasons. First, the exponential is convex, so the close pairs near the join raise the average covariance by more than the distant pairs lower it: it is \(0.40\,\sigma^2\), not \(0.37\,\sigma^2\). Second, a correlation is a covariance divided by the variance of the quantities compared. These are means, with variance \(0.736\,\sigma^2\), and \(0.40/0.736=0.54\).

**How well the ratio determines \(\xi\)**

Because \(u=L/\xi\), a rise in \(\ln\xi\) at fixed \(L\) is an equal fall in \(\ln u\). The sensitivity is therefore

\[
S=\frac{dR}{d\ln\xi}=R\,[h(u)-h(2u)].
\]

At \(u=1\), \(S=0.7715\times(1.7183-1.5232)=0.1505\). A 1% error in \(R\) is an absolute error of 0.0077, and it shifts \(\xi\) by \(0.0077/0.1505\), or about 5%. The inference magnifies errors fivefold.

It becomes worse far from \(u=1\). For \(u\ll1\), \(R\approx1-u/3\) and \(S\approx u/3\). For \(u\gg1\), dropping the exponentials gives \(R\approx\frac12+\frac{1}{4(u-1)}\) and \(S\approx1/(4u)\). In both limits the ratio loses its dependence on \(\xi\), so for a fixed error in the ratio, such as a measurement bias, the averaging lengths should be comparable with the correlation length. Sampling error follows a different rule, given below. Neither limiting formula is a substitute for the full one here: with \(R=0.772\), the first would give \(\xi\approx29\) nm and the second about 10 nm.

Sampling error can be estimated if the widths are Gaussian. Take \(N\) independent 40 nm segments, with the true mean width known, and form \(p=(A+B)/2\) and \(m=(A-B)/2\) in each. Their variances are \(VR\) and \(V(1-R)\). Their covariance is \((\operatorname{var}A-\operatorname{var}B)/4=0$, so they are independent. Let \(P\) and \(M\) be the sample averages of \(p^2\) and \(m^2\). Since \((A^2+B^2)/2=p^2+m^2\), the measured ratio is

\[
\hat R=\frac{P}{P+M},\qquad
\delta\hat R\approx R(1-R)\,(\delta\ln P-\delta\ln M).
\]

For Gaussian variables \(\ln P\) and \(\ln M\) each have variance \(2/N\) at large \(N\), so

\[
\operatorname{std}(\hat R)\approx\frac{2R(1-R)}{\sqrt N}.
\]

A 10% standard error in \(\xi\) requires \(\operatorname{std}(\hat R)=0.1\,S=0.01505\), and hence

\[
N\approx\left(\frac{2\times0.7715\times0.2285}{0.01505}\right)^2\approx 549 .
\]

That is about 22 µm of measured line, if the segments are laid end to end; at \(u=1\) the correlation between neighbouring segments changes the error very little, so gaps between them are hardly needed. In 1500 simulated experiments with 549 segments each, the standard deviation of \(\hat R\) was 0.0153 and the relative spread of \(\xi\) was 10.2%, so the linear estimate is adequate at this sample size.

Sampling error alone does not penalize short averaging lengths. For \(u\ll1\), both \(1-R\) and \(S\) are close to \(u/3\), so the relative error of \(\xi\) tends to \(2/\sqrt N\), slightly less than the \(2.34/\sqrt N\) at \(u=1\). Here \(N\) counts independent segments, which must lie several \(\xi\) apart; short segments that tile one line are correlated, and their error is larger than this formula gives. For \(u\gg1\) it grows as \(2u/\sqrt N\). What limits short lengths in practice is bias in the ratio, from microscope noise or from a covariance that is not exponential at short distances.

**What this means for a real resist line**

For a chemically amplified resist exposed with extreme-ultraviolet light, a local width variation of \(\sigma=1.5\) nm and a correlation length of some tens of nanometres or less are rough typical values. With \(\xi=20\) nm, the variance of the mean is \(1.5^2\times0.7358=1.66\) nm² over 20 nm and \(1.5^2\times0.5677=1.28\) nm² over 40 nm. The standard deviation falls from 1.29 to 1.13 nm, so doubling the averaging length removes only about 12% of it. A device whose response is linear in the mean width inherits the same variance ratio; one that responds nonlinearly to the local width, such as through an exponential leakage current, need not.

Real measurements also break the assumptions. Suppose the observed ratio is still 0.772 and one disturbance is present at a time, with \(\sigma\) held at 1.5 nm. The inferred correlation length changes as follows, relative to 20.06 nm:

- **Microscope noise.** Independent width noise of 1 nm per scan row, with rows 1 nm apart, adds \((1\ \text{nm}^2)(1\ \text{nm})/L\) to the variance. This part halves on doubling \(L\) and pulls the observed ratio down. The true \(\xi\) is then 21.2 nm (+5.6%).
- **Line-to-line offset.** A random offset of 0.3 nm, constant along each line, adds 0.09 nm² at both lengths and pulls the ratio up. The nearby solution is \(\xi=18.5\) nm (−8.0%). The uniqueness proof does not carry over to this case: as \(\xi\to0\) the offset dominates both variances and the ratio climbs back towards 1, so 0.772 is also met by a second root below 1 nm, which has to be excluded on physical grounds.
- **Subtracting each line's own mean.** If segments tile a 2000 nm line and its measured mean is subtracted, both variances lose \(V(2000\ \text{nm})\). Taking the same amount from both parts of a fraction below one lowers it, so the true \(\xi\) is 20.9 nm (+4.3%).
- **A smoother edge.** The exponential has a cusp at \(s=0\): the mean square width change over a short distance \(s\) is \(2\sigma^2(1-e^{-s/\xi})\approx2\sigma^2s/\xi\), so the typical slope diverges as \(s\to0\). Acid diffusion smooths a real resist at short distances. With \(C=\sigma^2\exp[-(|s|/\xi)^{1.4}]\) instead, the typical slope still diverges, but more weakly (as \(s^{-0.3}\) rather than \(s^{-0.5}\)), and the same ratio gives 21.95 nm (+9.4%).

These shifts are specific to the stated disturbances, but each is far larger than the 0.3% between 20 and 20.06 nm. Two variances whose ratio lies between 1/2 and 1 also cannot test the exponential form, since the one ratio is used up in finding one parameter. A third averaging length would provide a test: once \(\xi\) is fixed, the model predicts its variance relative to the other two. The values used here are collected in the numerical output below.

## Values computed for the example and the checks

```
averaging lengths: 20 and 40 nm
given variance ratio: 0.772
local width sigma: 1.50 nm
-- values at xi = 20 nm --
f(1) = 0.73576, f(2) = 0.56767
f(1), f(2) by double integral: 0.73576, 0.56767
variance of mean, 20 nm: 1.6555 nm^2
variance of mean, 40 nm: 1.2773 nm^2
std of mean, 20 nm: 1.287 nm
std of mean, 40 nm: 1.130 nm
ratio R(1): 0.77154
correlation of adjacent means: 0.54308
-- inversion --
xi for ratio exactly 0.7720: 20.061 nm
same, by double integrals: 20.061 nm
xi for ratios 0.7715 to 0.7725: 19.995 to 20.128 nm
xi to two figures: 20 nm
-- sensitivity and sampling at xi = 20 nm --
h(1) = 1.71828, h(2) = 1.52319
dR/d ln xi: 0.15052; finite difference: 0.15052
xi change for 1% change of R: 5.13 %
independent segments for 10% error of xi: 549
std of R, formula: 0.01505; simulated: 0.01531
simulated relative spread of xi: 10.2 %
simulated experiments: 1500
-- xi giving ratio 0.772 if one neglected effect is present --
row noise 1.0 nm, pitch 1.0 nm: 21.18 nm (+5.6 %)
line offset 0.3 nm: 18.45 nm (-8.0 %)
mean subtracted over 2000 nm: 20.93 nm (+4.3 %)
smoother covariance, H = 0.7: 21.95 nm (+9.4 %)
```
